# Zitterbewegung of a Free Dirac Electron from the Heisenberg Equations: verification in Python

```python
"""Free Dirac electron: exact Heisenberg motion and Zitterbewegung.

Result under test (atomic units, hbar = m = 1):
  H = c alpha.p + beta c^2,  E = +sqrt(c^2 p^2 + c^4)
  eta = alpha - c p H^-1,    Z = (c/2i) H^-1 eta
  c alpha(t) = c^2 p H^-1 + c exp(2iHt) eta
  r(t) = r(0) + c^2 p H^-1 t + (exp(2iHt) - 1) Z
Z_k has eigenvalues +-(c/2E) sqrt(1 - c^2 p_k^2/E^2), at most 1/(2c).
Z is the part of r that connects positive and negative energies.
A Gaussian packet shows the oscillation, its damping, and its absence
when only one sign of the energy is present.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import simpson
from scipy.linalg import expm

c = 1.0 / fine_structure
bohr = physical_constants["Bohr radius"][0] * 1e10
hartree = physical_constants["Hartree energy in eV"][0]
time_unit = physical_constants["atomic unit of time"][0]

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.diag([1, 1, -1, -1]).astype(complex)


def hamiltonian(p):
    return c * np.einsum("k,kij->ij", p, alpha) + c**2 * beta


def energy(p):
    return np.sqrt(c**2 * np.dot(p, p) + c**4)


def eta_operator(k, p):
    return alpha[k] - c * p[k] * np.linalg.inv(hamiltonian(p))


def swing_operator(k, p):
    return -0.5j * c * np.linalg.inv(hamiltonian(p)) @ eta_operator(k, p)


def projectors(p):
    vectors = np.linalg.eigh(hamiltonian(p))[1]
    negative, positive = vectors[:, :2], vectors[:, 2:]
    return positive @ positive.conj().T, negative @ negative.conj().T


# Operator solutions against exponentials and momentum derivatives.
rng = np.random.default_rng(4)
step = 1e-4 * c
worst_velocity = worst_position = worst_odd = 0.0
for trial in range(6):
    p = c * rng.normal(size=3)
    t = rng.uniform(0.3, 3.0) / c**2
    H, E = hamiltonian(p), energy(p)
    H_inverse = np.linalg.inv(H)
    forward, backward = expm(1j * H * t), expm(-1j * H * t)
    double = expm(2j * H * t)
    plus, minus = projectors(p)
    for k in range(3):
        shift = step * np.eye(3)[k]
        Z = swing_operator(k, p)
        exact = forward @ alpha[k] @ backward
        formula = c * p[k] * H_inverse + double @ eta_operator(k, p)
        worst_velocity = max(worst_velocity, abs(exact - formula).max())
        # r = i d/dp, so r(t) - r(0) = i exp(iHt) d/dp exp(-iHt)
        slope = (expm(-1j * hamiltonian(p + shift) * t)
                 - expm(-1j * hamiltonian(p - shift) * t)) / (2 * step)
        exact = 1j * forward @ slope
        formula = c**2 * p[k] * t * H_inverse + (double - np.eye(4)) @ Z
        worst_position = max(worst_position, c * abs(exact - formula).max())
        # energy-changing part of r from numerical projectors
        upper, lower = projectors(p + shift), projectors(p - shift)
        d_plus = (upper[0] - lower[0]) / (2 * step)
        d_minus = (upper[1] - lower[1]) / (2 * step)
        odd = 1j * (plus @ d_minus + minus @ d_plus)
        worst_odd = max(worst_odd, c * abs(odd - Z).max())
        # amplitude by diagonalization of a Hermitian matrix
        assert c * abs(Z - Z.conj().T).max() < 1e-11
        size = c / (2 * E) * np.sqrt(1 - (c * p[k] / E)**2)
        levels = np.linalg.eigvalsh(Z)
        assert np.allclose(c * levels, c * size * np.array([-1, -1, 1, 1]),
                           atol=1e-10)
        assert c * abs(levels).max() <= 0.5 + 1e-12
        # sign reversal after half a period pi/(2E) fixes the frequency 2E
        half = expm(1j * H * np.pi / (2 * E))
        assert c * abs(half @ Z @ half.conj().T + Z).max() < 1e-10
assert worst_velocity < 1e-10
assert worst_position < 1e-6   # central difference, relative step 1e-4
assert worst_odd < 1e-6        # central difference, relative step 1e-4

rest = np.zeros(3)
rest_swing = np.linalg.eigvalsh(swing_operator(2, rest)).max()
assert abs(c * rest_swing - 0.5) < 1e-12

# One momentum along z, spinor with alpha_z = +1.
p0 = 0.75 * c
momentum = np.array([0.0, 0.0, p0])
H0, E0 = hamiltonian(momentum), energy(momentum)
spinor = np.array([1, 0, 1, 0], dtype=complex) / np.sqrt(2)
assert np.allclose(alpha[2] @ spinor, spinor)
weight_plus = np.vdot(spinor, projectors(momentum)[0] @ spinor).real
along = np.linalg.eigvalsh(swing_operator(2, momentum)).max()
across = np.linalg.eigvalsh(swing_operator(0, momentum)).max()
steady = np.vdot(spinor, c * p0 * np.linalg.inv(H0) @ spinor).real
period = np.pi / E0
fine_times = np.linspace(0, 1.25 * period, 2001)
values, vectors = np.linalg.eigh(H0)
start = vectors.conj().T @ spinor
states = (np.exp(-1j * np.outer(fine_times, values)) * start) @ vectors.T
speeds = np.einsum("ti,ij,tj->t", states.conj(), alpha[2], states).real
formula = (c * p0 / E0)**2 + (c**2 / E0)**2 * np.cos(2 * E0 * fine_times)
assert abs(speeds - formula).max() < 1e-10
travel = simpson(c * speeds, x=fine_times)
state_swing = travel - c * steady * fine_times[-1]  # sin(2Et) = 1 here
assert abs(c * (state_swing - c / (2 * E0) * (c**2 / E0)**2)) < 1e-9
mixing = 2 * np.sqrt(weight_plus * (1 - weight_plus))
assert abs(c * (state_swing - mixing * along)) < 1e-9

# Gaussian packet: spectral propagation, means from the position density.
sigma = 0.04 / bohr
points, box = 1024, 400 / c
dz = box / points
z = (np.arange(points) - points // 2) * dz
pz = 2 * np.pi * np.fft.fftfreq(points, dz)
packet = np.exp(-z**2 / (4 * sigma**2) + 1j * p0 * z)[:, None] * spinor
amplitude = np.fft.fft(packet, axis=0)
amplitude /= np.sqrt((abs(amplitude)**2).sum())
matrices = c * pz[:, None, None] * alpha[2] + c**2 * beta
levels, modes = np.linalg.eigh(matrices)
coefficients = np.einsum("nji,nj->ni", modes.conj(), amplitude)


def follow(coef, times):
    positions, velocities = [], []
    for t in times:
        phi = np.einsum("nij,nj->ni", modes, np.exp(-1j * levels * t) * coef)
        density = (abs(np.fft.ifft(phi, axis=0))**2).sum(axis=1)
        positions.append((z * density).sum() / density.sum())
        flow = (phi.conj() * (phi @ alpha[2].T)).sum().real
        velocities.append(flow / (abs(phi)**2).sum())
    return np.array(positions), np.array(velocities)


times = np.linspace(0, 30, 1501) / c**2
positions, velocities = follow(coefficients, times)
density_p = (abs(amplitude)**2).sum(axis=1)
Ep = np.sqrt(c**2 * pz**2 + c**4)
packet_steady = (density_p * (c * pz / Ep)**2).sum()
swing_p = density_p * c / (2 * Ep) * (c**2 / Ep)**2
predicted = (c * packet_steady * times
             + np.sin(2 * np.outer(times, Ep)) @ swing_p)
packet_error = abs(positions - predicted).max()
assert c * packet_error < 1e-7

# Parts with one sign of the energy: uniform motion, opposite directions.
coarse = times[::50]
part_speed, part_weight, part_wobble = [], [], []
for sign, columns in ((1, slice(2, 4)), (-1, slice(0, 2))):
    part = np.zeros_like(coefficients)
    part[:, columns] = coefficients[:, columns]
    distribution = (abs(part)**2).sum(axis=1)
    weight = distribution.sum()
    speed = sign * (distribution * c * pz / Ep).sum() / weight
    track = follow(part, coarse)[0]
    wobble = abs(track - track[0] - c * speed * coarse).max()
    assert c * wobble < 1e-7
    part_speed.append(speed)
    part_weight.append(weight)
    part_wobble.append(wobble)
assert part_speed[0] > 0 > part_speed[1]
assert abs(np.dot(part_speed, part_weight) - packet_steady) < 1e-10

# Damping at the turning points of the velocity oscillation.
oscillation = velocities - packet_steady
height = abs(oscillation)
peaks = [i for i in range(1, len(times) - 1)
         if height[i] > height[i - 1] and height[i] >= height[i + 1]]
group_speed = c**2 * p0 / E0
envelope = (c**2 / E0)**2 * np.exp(-(group_speed * times)**2
                                   / (2 * sigma**2))
# narrow-packet estimate: curvature of E(p) contributes about one percent
damping_error = max(abs(height[i] / envelope[i] - 1) for i in peaks)
assert len(peaks) > 15 and damping_error < 0.03
first = times < period
packet_swing = (positions - c * packet_steady * times)[first].max()

print("OPERATOR TESTS (largest deviations)")
print(f"velocity solution, in units of c: {worst_velocity:.1e}")
print(f"position solution, in units of hbar/mc: {worst_position:.1e}")
print(f"odd part of r, in units of hbar/mc: {worst_odd:.1e}")
print("ELECTRON AT REST")
print(f"rest energy mc^2: {c**2 * hartree:.1f} eV")
print(f"oscillation quantum 2mc^2: {2 * c**2 * hartree:.1f} eV")
print(f"angular frequency 2mc^2/hbar: {2 * c**2 / time_unit:.4e} 1/s")
print(f"amplitude hbar/2mc: {rest_swing * bohr:.7f} angstrom")
print(f"same amplitude: {rest_swing:.7f} bohr")
print("ONE MOMENTUM, alpha_z = +1 AT t = 0")
print(f"c p0: {c * p0 * hartree:.1f} eV; ratio to mc^2: {p0 / c:.2f}")
print(f"E0: {E0 * hartree:.1f} eV; ratio to mc^2: {E0 / c**2:.2f}")
print(f"oscillation quantum 2E0: {2 * E0 * hartree:.1f} eV")
print(f"period as c*T: {c * period * bohr:.6f} angstrom")
print(f"group speed c^2 p0/E0: {group_speed / c:.4f} c")
print(f"largest swing along p: {along * bohr:.7f} angstrom")
print(f"largest swing across p: {across * bohr:.7f} angstrom")
print(f"positive-energy weight: {weight_plus:.4f}")
print(f"negative-energy weight: {1 - weight_plus:.4f}")
print(f"mixing factor 2 sqrt(w+ w-): {mixing:.4f}")
print(f"steady velocity: {steady:.4f} c")
print(f"velocity oscillation amplitude: {speeds[0] - steady:.4f} c")
print(f"highest and lowest velocity: {speeds.max():.4f} c,"
      f" {speeds.min():.4f} c")
print(f"swing in this state: {state_swing * bohr:.7f} angstrom")
print("GAUSSIAN PACKET")
print(f"standard deviation sigma: {sigma * bohr:.4f} angstrom")
print(f"momentum spread 1/(2 sigma): {1 / (2 * sigma * c):.4f} mc")
print(f"steady mean velocity: {packet_steady:.5f} c")
print(f"swing in first period: {packet_swing * bohr:.7f} angstrom")
print(f"density mean minus formula, largest: {packet_error * bohr:.1e}"
      " angstrom")
for name, w, s, d in zip(("positive", "negative"), part_weight,
                         part_speed, part_wobble):
    print(f"{name}-energy part: weight {w:.5f}, velocity {s:.5f} c")
    print(f"  largest departure from uniform motion: {d * bohr:.1e} angstrom")
print("damping: ct (angstrom), velocity oscillation (c), estimate (c)")
for i in peaks[::5]:
    print(f"  {c * times[i] * bohr:.5f}  {height[i]:.4f}  {envelope[i]:.4f}")
print(f"largest relative error of damping estimate: {damping_error:.4f}")
print("finished without a failed check")
```

Output:

```
OPERATOR TESTS (largest deviations)
velocity solution, in units of c: 1.3e-15
position solution, in units of hbar/mc: 6.8e-09
odd part of r, in units of hbar/mc: 6.5e-10
ELECTRON AT REST
rest energy mc^2: 510999.0 eV
oscillation quantum 2mc^2: 1021997.9 eV
angular frequency 2mc^2/hbar: 1.5527e+21 1/s
amplitude hbar/2mc: 0.0019308 angstrom
same amplitude: 0.0036487 bohr
ONE MOMENTUM, alpha_z = +1 AT t = 0
c p0: 383249.2 eV; ratio to mc^2: 0.75
E0: 638748.7 eV; ratio to mc^2: 1.25
oscillation quantum 2E0: 1277497.4 eV
period as c*T: 0.009705 angstrom
group speed c^2 p0/E0: 0.6000 c
largest swing along p: 0.0012357 angstrom
largest swing across p: 0.0015446 angstrom
positive-energy weight: 0.8000
negative-energy weight: 0.2000
mixing factor 2 sqrt(w+ w-): 0.8000
steady velocity: 0.3600 c
velocity oscillation amplitude: 0.6400 c
highest and lowest velocity: 1.0000 c, -0.2800 c
swing in this state: 0.0009886 angstrom
GAUSSIAN PACKET
standard deviation sigma: 0.0400 angstrom
momentum spread 1/(2 sigma): 0.0483 mc
steady mean velocity: 0.35959 c
swing in first period: 0.0009894 angstrom
density mean minus formula, largest: 9.5e-17 angstrom
positive-energy part: weight 0.79957, velocity 0.59953 c
  largest departure from uniform motion: 5.9e-17 angstrom
negative-energy part: weight 0.20043, velocity -0.59761 c
  largest departure from uniform motion: 6.6e-17 angstrom
damping: ct (angstrom), velocity oscillation (c), estimate (c)
  0.00487  0.6387  0.6383
  0.02912  0.5825  0.5818
  0.05337  0.4656  0.4645
  0.07770  0.3263  0.3245
  0.10202  0.2004  0.1984
largest relative error of damping estimate: 0.0120
finished without a failed check
```
